Mean Resistance of a Line with Lognormal Width

**1. One per cent from a ten per cent roughness**

A metal line is 10000 nm long and 40 nm high. Its width has a mean of 20 nm and a standard deviation of 2 nm. With a resistivity of 15 µΩ cm, a uniform line of the mean width has a resistance of 1875 Ω. If the width varies slowly and is lognormally distributed, the mean resistance of many such lines is 1893.75 Ω. The excess is 18.75 Ω, or 1.0000 per cent, which is the square of the relative width variation, 0.1² = 0.01. One would expect a square as the first term of an expansion in small roughness. Yet at a relative variation of 0.5 the excess is 0.25000, again the square, where a gamma law gives 0.33333 and a uniform law 0.52069. For a lognormal width the square holds beyond small roughness, and Section 4 shows that it is exact.

**2. The local resistance and its limits**

Let x run along the line from 0 to L. The side walls are at y = c(x) ± w(x)/2, where c is the centre line and w > 0 the width. The height t and the resistivity ρ are constant, and the end faces x = 0 and x = L are equipotentials. The local model adds the resistances of thin slices in series:

R = (ρ/t) ∫₀ᴸ dx/w(x).   (1)

Two energy arguments show how good this is. A prime denotes d/dx.

*Lower bound.* Let φ be the true potential, equal to V at x = 0 and to zero at x = L. It obeys ∇²φ = 0, with zero normal derivative at the side walls. Add any χ that vanishes at both ends. Then

∫|∇(φ+χ)|² dA = ∫|∇φ|² dA + 2∫∇φ·∇χ dA + ∫|∇χ|² dA.

Integrating the middle term by parts leaves a boundary integral of χ ∂φ/∂n and an area integral of χ∇²φ. Both vanish, so the true potential minimizes the power:

V²/R ≤ (t/ρ) ∫|∇φ_trial|² dA.

Write S = ∫₀ᴸ dx/w and choose a trial potential that depends on x alone, with slope −V/(wS). Its total drop is V, as required. Integrating over y supplies a factor w, so the right side is (t/ρ)(V²/S²)∫w dx/w² = tV²/(ρS). Hence R ≥ ρS/t.

*Upper bound.* Let j be the true current density, carrying total current I. Add a divergence-free k that does not cross the side walls and carries no net current. The cross term in the power is 2ρt∫j·k dA = −2t∫∇φ·k dA. By parts it becomes a boundary integral of φ times the normal component of k. This vanishes, because φ is constant on each end and k has no net flow there. The true current thus also minimizes the power:

I²R ≤ ρt ∫|j_trial|² dA.

With η = (y−c)/w, running from −1/2 to 1/2, choose

j_x = I/(tw),   j_y = I(c' + ηw')/(tw).

Its divergence is (I/t)(−w'/w² + w'/w²) = 0, since ∂η/∂y = 1/w. At the walls j_y/j_x = c' ± w'/2, which is the wall slope, so no current crosses them. Using dy = w dη and

∫(c'+ηw')² dη = c'² + w'²/12

(the term linear in η integrates to zero, and η² gives 1/12), we obtain

∫₀ᴸ dx/w ≤ tR/ρ ≤ ∫₀ᴸ (dx/w)(1 + c'² + w'²/12).   (2)

"Slowly varying" now has a meaning: the slope terms must be small compared with the excess we wish to find. Smallness compared with 1 is not enough.

The two-dimensional conduction problem was solved for a strip with w = 20 + 3 cos(kx) nm and c = 1.5 cos(kx) nm. For a period of 400 nm, half a period has tR/ρ = 10.11813, between the bounds 10.11443 and 10.11816. The fraction of the interval left below the upper bound is 0.0069; at 800 nm it is 0.0017, smaller by a factor 3.97. For these long waves the upper bound is therefore close to the resistance itself. At 60 nm the solution is 1.5365, between 1.5172 and 1.5420, and the bound is visibly loose.

**3. Reduction to an average of 1/w**

Let ⟨ ⟩ denote the mean over many lines with the same width law at every x. Define

m = ⟨w⟩,   v² = (⟨w²⟩ − m²)/m²,   R₀ = ρL/(tm).   (3)

Here v is the coefficient of variation and R₀ the resistance at mean width. The average of (1) can be taken under the integral, and ⟨1/w⟩ does not depend on x:

⟨R⟩ = (ρL/t)⟨1/w⟩,   ⟨R⟩/R₀ = ⟨w⟩⟨1/w⟩.   (4)

Correlations between different points do not enter the mean. They decide how far a single line departs from it.

The excess cannot be negative. By the Cauchy–Schwarz inequality, 1 = ⟨√w · 1/√w⟩² ≤ ⟨w⟩⟨1/w⟩. Physically, a narrow section adds more resistance than an equally wide departure in the other direction removes.

**4. The lognormal moments and the result**

Let g = ln w be normal with mean μ and variance s². For any real n,

⟨wⁿ⟩ = ∫ exp[ng − (g−μ)²/(2s²)] dg / (s√(2π)).

To complete the square, collect the powers of g:

ng − (g−μ)²/(2s²) = −[g² − 2g(μ+ns²) + μ²]/(2s²)
= −(g−μ−ns²)²/(2s²) + [(μ+ns²)² − μ²]/(2s²).

The last bracket is 2nμs² + n²s⁴. The remaining integral is that of a shifted normal density, equal to 1. Therefore

⟨wⁿ⟩ = exp(nμ + n²s²/2).   (5)

Setting n = 1 and n = 2 gives

1 + v² = ⟨w²⟩/⟨w⟩² = exp(2μ + 2s² − 2μ − s²) = exp(s²).   (6)

Setting n = 1 and n = −1 gives

⟨w⟩⟨1/w⟩ = exp(μ + s²/2) exp(−μ + s²/2) = exp(s²).   (7)

Equations (4), (6) and (7) together yield

⟨R⟩/R₀ − 1 = v².   (8)

No expansion in v was made, so within the local model (8) is exact for every v. Direct integration over the width density confirms it far from small roughness: for s = 1.30 one finds v = 2.102, and both sides equal 4.41948.

The reason is visible in K(n) = ln⟨wⁿ⟩. Since K(0) = 0, the two quantities being compared are second differences of K:

ln(1+v²) = K(2) − 2K(1) + K(0),
ln(⟨R⟩/R₀) = K(1) − 2K(0) + K(−1).   (9)

For a lognormal width K is quadratic in n, and a quadratic has the same second difference everywhere. The variance probes moments 0 to 2 and the resistance probes moments −1 to 1. For a general law these are different pieces of information.

The median width is exp(μ) = m/√(1+v²). Relative to a line of median width, the mean resistance is larger by a factor √(1+v²). The mean width exceeds the median by the same factor. The product of the two factors is 1 + v².

**5. What the skewness does, and other width laws**

Write w = m(1+u), so that ⟨u⟩ = 0 and ⟨u²⟩ = v². The algebraic identity

1/(1+u) = 1 − u + u² − u³ + u⁴/(1+u)

gives, whenever the averages exist,

⟨R⟩/R₀ − 1 = v² − ⟨u³⟩ + ⟨u⁴/(1+u)⟩.   (10)

The last term is positive because w > 0. For a symmetric law ⟨u³⟩ = 0, and the excess is larger than v². For the lognormal law put q = exp(s²) = 1 + v². From (5), ⟨w³⟩/m³ = q³, so

⟨u³⟩ = q³ − 3q + 3 − 1 = (1+v²)³ − 3(1+v²) + 2 = 3v⁴ + v⁶.   (11)

By (8) the last term of (10) must have the same value. The long tail towards large widths reduces the excess by just the amount that the higher terms add.

A gamma law has density proportional to w^(k−1) exp(−w/θ). Its mean is kθ and its variance kθ², so v² = 1/k. For k > 1, ⟨1/w⟩ = Γ(k−1)/[Γ(k)θ] = 1/[(k−1)θ]. The product of the two means is k/(k−1), and

excess (gamma) = 1/(1−v²) − 1 = v²/(1−v²).   (12)

A uniform law between m(1−h) and m(1+h) has variance m²h²/3, so h = √3 v. Integrating 1/w gives ln[(1+h)/(1−h)]/(2hm) = artanh(h)/(hm), and

excess (uniform) = artanh(√3 v)/(√3 v) − 1,   √3 v < 1.   (13)

At v = 0.5 these are the values quoted in Section 1. At v = 0.1 the gamma excess differs from v² by only about one per cent of v², so a measurement there would hardly distinguish the two laws. A normal law for w itself has no finite ⟨1/w⟩, because its density does not vanish at w = 0 and ∫dw/w diverges there. It needs a cutoff; here widths below the cutoff are discarded, the law is renormalized, and the excess is taken against the mean of what remains. At v = 0.1 the choice hardly matters, because the density near w = 0 is about e⁻⁵⁰ times its peak value; at v = 0.3 the excess rises from 0.128 to 0.157 when the cutoff is lowered from 0.1m to 0.001m, and it keeps growing logarithmically as the cutoff goes to zero.

**6. The example in numbers**

The resistivity is 15 µΩ cm = 150 Ω nm. Hence

R₀ = 150 × 10000/(40 × 20) Ω = 1875 Ω.

With v = 2/20 = 0.1, equation (6) gives s² = ln(1.01) = 0.00995 and s = 0.09975. The median width is 20/√1.01 = 19.90 nm. Equation (8) gives ⟨R⟩ = 1875 × 1.01 = 1893.75 Ω.

**7. One line of finite length**

A single line does not have the mean resistance. To find its scatter, suppose that the values of ln w along the line are jointly normal with correlation C(x) = exp(−x²/Λ²), where Λ is the correlation length. For two points a distance x apart, g₁ + g₂ has mean 2μ and variance 2s²(1+C). By the argument that led to (5),

⟨1/(w₁w₂)⟩ = exp[−2μ + s²(1+C)] = ⟨1/w⟩² exp(s²C).

The variance of R is a double integral over pairs of points, and pairs with separation x carry weight 2(L−x)dx. Thus

var(R)/⟨R⟩² = (2/L²) ∫₀ᴸ (L−x)[exp(s²C) − 1] dx.   (14)

For small s² and Λ ≪ L the bracket is nearly s²C, and the integral of C from zero to infinity is √π Λ/2. The relative variance is then about √π s²Λ/L. For Λ = 100 nm this is 1.76 × 10⁻⁴, a relative scatter of 1.33 per cent. The full formula also gives 1.33 per cent, or 25.1 Ω. This exceeds the 18.75 Ω excess, so comparing one line with R₀ cannot reveal it. The average of 100 independent lines has a standard error of about 2.5 Ω.

One may instead compare each line with a uniform line of its own mean width. The ratio is then the average of w₁/w₂ over all pairs of points. Since g₁ − g₂ has zero mean and variance 2s²(1−C), ⟨w₁/w₂⟩ = exp[s²(1−C)], and

mean own-width excess = (2/L²) ∫₀ᴸ (L−x){exp[s²(1−C)] − 1} dx.   (15)

The example gives 0.982 per cent, slightly below v², because a finite line does not sample the full width distribution. For Λ ≪ L, C vanishes over most of the range and (15) tends to exp(s²) − 1 = v². For Λ ≫ L, C tends to 1 and the own-width excess vanishes: each line is uniform, though lines differ. The excess over R₀ remains v² even then, and the relative scatter (14) rises to v.

In 20000 simulated lines the mean excess over R₀ was 0.990 ± 0.009 per cent, against 1.000 from (8). The own-width excess was 0.9821 ± 0.0011 per cent, against 0.9823 from (15). The uncertainties are standard errors. The second is some eight times smaller, since comparing a line with its own mean width removes most of the line-to-line scatter.

**8. When the width does not vary slowly**

The slope terms in (2) can be averaged for the same correlated lines. Since w' = wg', we have w'²/w = wg'². At one point ⟨(g−μ)g'⟩ is half the derivative of the constant variance s², hence zero; for jointly normal quantities this means that g and g' are independent. Also ⟨g'²⟩ = −s²C''(0) = 2s²/Λ². Relative to R₀, the width-slope term is therefore

m⟨w'²/(12w)⟩ = m · m · 2s²/(12Λ²) = m²s²/(6Λ²).

Take the centre line to be normal, independent of w, with standard deviation σ_c and the same correlation. Then ⟨c'²⟩ = 2σ_c²/Λ², while m⟨1/w⟩ = 1+v². The addition to the relative excess obeys

0 ≤ addition ≤ m²s²/(6Λ²) + 2(1+v²)σ_c²/Λ².   (16)

If the two edges fluctuate independently with equal variance σ_e², the width has variance 2σ_e² and the centre line σ_e²/2. Hence σ_c is half the width deviation, here 1 nm. For small v the bound becomes v²(m²/Λ²)(1/6 + 1/2) = 2v²m²/(3Λ²). For this smooth correlation the local model is adequate for the excess when the bound is much less than v², that is, when Λ² ≫ 2m²/3. An exponential correlation, exp(−|x|/Λ), has a kink at x = 0 and an infinite mean-square slope, so the slope bound then sets no limit.

At Λ = 100 nm the upper bound is 0.027 per cent of R₀, or 2.7 per cent of the excess. At Λ = 30 nm, with all else fixed, it is 0.30 per cent of R₀, or 30 per cent of the excess. The mean resistance is still described well there, but the excess is not. To second order in the roughness, independent edges add v²⟨km coth(km) − 1⟩, averaged over the normalized roughness spectrum in the wavenumber k; for small km this reduces to 2v²m²/(3Λ²). At Λ = 30 nm it is 0.26 per cent of R₀, so the local model misses about a quarter of v².

**9. When the resistivity depends on width**

Electrons that scatter at the side walls make narrow sections more resistive. Consider diffuse walls, a spherical Fermi surface and a bulk mean free path λ. An electron moving at an angle whose cosine to the wall normal is z, at distance d from the wall it left, has recovered a fraction 1 − exp[−d/(λz)] of its bulk response to the field. Averaging over d from 0 to w, and over directions with the normalized weight (3/2)(1−z²) for current along the wall, gives the Fuchs law

ρ_b/ρ(w) = 1 − (3λ/2w) ∫₀¹ z(1−z²){1 − exp[−w/(λz)]} dz.   (17)

Here ρ_b is the resistivity without side-wall scattering. For w ≫ λ the exponential is negligible and the integral is 1/2 − 1/4 = 1/4. To first order in λ/w,

ρ(w) = ρ_b(1 + a/w),   a = 3λ/8.   (18)

Let r = a/m, and let R₀ now contain the resistivity at mean width, ρ_b(1+r). Then

⟨R⟩/R₀ = [m⟨1/w⟩ + r m²⟨1/w²⟩]/(1+r).

From (5), m²⟨1/w²⟩ = exp(2μ + s² − 2μ + 2s²) = exp(3s²) = (1+v²)³. Subtracting 1,

⟨R⟩/R₀ − 1 = {v² + r[(1+v²)³ − 1]}/(1+r).   (19)

For r → 0 this returns v². For small v it is v²(1+3r)/(1+r), between one and three times v². With λ = 7 nm, a = 2.625 nm and r = 0.131, so the excess is

(0.0100 + 0.131 × 0.0303)/1.131 = 0.0124.

Averaging the full law (17) gives 1.30 per cent, against 1.24 per cent from the linear form. In this model side-wall scattering thus raises the excess by about 30 per cent of its constant-resistivity value. Equation (17) is a film law that leaves out the top and bottom faces; if these also scatter diffusely, the 40 nm high line gives 1.28 per cent. The Fermi surface of ruthenium is not spherical, so these figures are estimates. For large r, where the linear law would make ρ proportional to 1/w, (19) tends to 3.03 per cent. That limit belongs to the linear law taken outside its range w ≫ λ; the full law (17) gives 1.9 per cent at λ = 40 nm and 2.4 per cent at λ = 400 nm.

Height variation is simpler. If the height also varies slowly and is lognormal, independent of w, with coefficient of variation v_t, the local resistance contains 1/(wt) and the averages factor:

⟨R⟩/R₀ − 1 = (1+v²)(1+v_t²) − 1,   (20)

where R₀ is taken at mean width and mean height. For v_t = 0.03 the excess is 1.09 per cent. A uniform change of temperature multiplies ⟨R⟩ and R₀ by the same factor when ρ is independent of width, and leaves (8) unchanged.

**10. The real case**

The parameters are rough values in the regime of narrow ruthenium interconnects, for which a short mean free path limits the size effect. The correlation length of 100 nm is long: values of a few tens of nanometres are more representative of patterned edges. The 30 nm case in Section 8 limits the resulting error only for the smooth correlation assumed there. Real edges often have more short-wave roughness, closer to an exponential correlation. To second order in the roughness, an exponential correlation with Λ = 30 nm and no waves shorter than 10 nm adds about 0.7 per cent of R₀ by the formula of Section 8, which is comparable with the 1 per cent excess itself. The value depends on the cutoff, being 0.5 per cent for 20 nm and 1.0 per cent for 5 nm, and it assumes ohmic conduction, which is doubtful for waves comparable with the 7 nm mean free path. The local result is then only a lower estimate at constant resistivity. For the smooth correlation with Λ = 100 nm, side-wall scattering is the largest correction found, moving the excess from 1.00 to about 1.3 per cent. Its size is itself uncertain. The example implies ρ_b = 15/1.131 ≈ 13 µΩ cm, well above the bulk resistivity of ruthenium; diffuse top and bottom faces would account for less than 1 µΩ cm of the difference. If the difference comes from grain boundaries and defects that also shorten the mean free path, r is smaller than assumed; at λ = 3.9 nm the full law (17) gives an excess of about 1.17 per cent. If grain size follows the local width, the resistivity gains a further width dependence that can raise the excess. A lognormal width is likewise an assumption to be checked against measured widths, although at v = 0.1 the choice between it and a gamma law matters far less than these effects.

Table of computed values

```
Identity test: s, v, excess from integration, v squared (no unit)
  0.05  0.050031  0.00250313  0.00250313
  0.30  0.306878  0.09417428  0.09417428
  0.80  0.946827  0.89648088  0.89648088
  1.30  2.102256  4.41948071  4.41948071
Excess at v = 0.5: lognormal 0.25000, gamma 0.33333, uniform 0.52069
Wavy strip: period (nm), lower, solved, upper (squares), basis shift
  60  1.5171652  1.5364942  1.5419796  6.5e-10
  400  10.1144347  10.1181311  10.1181569  0.0e+00
  800  20.2288695  20.2307273  20.2307306  3.6e-15
Unused part of slope bound, 400 and 800 nm: 0.00692, 0.00174; ratio 3.972
Random lines (20000): quantity, simulated, std error, formula
  mean    0.009898  0.000094  0.010000
  own     0.009821  0.000011  0.009823
  slope   0.000268  0.000000  0.000268
  height  0.010822  0.000098  0.010909
Mean width 20.0 nm, width std 2.0 nm
Height 40.0 nm, length 10000 nm
Resistivity at mean width 15.0 uohm cm
Correlation length 100 nm, centre std 1.0 nm
v = 0.1000, v squared = 0.010000
s = 0.099751, s squared = 0.009950
Median width exp(mu) = 19.9007 nm
Resistance at mean width R0 = 1875.000 ohm
Mean resistance = 1893.750 ohm
Excess = 18.750 ohm = 1.0000 percent
Single-line relative scatter: formula 1.327, simulated 1.316 percent
Single-line scatter in resistance = 25.12 ohm
Mean excess over own-width value = 0.9823 percent
Slope addition at 100 nm: at most 0.0268 percent of R0, 0.027 of v squared
Slope addition at 30 nm: at most 0.2982 percent of R0, 0.298 of v squared
Mean free path 7.0 nm, a = 2.625 nm, r = 0.13125
Excess with linear size effect = 1.2355 percent
Excess with full Fuchs law = 1.2984 percent
Large-r limit of linear law = 3.0301 percent
Excess with 3.0 percent height variation = 1.0909 percent
```
